The nitrogen quadrupole triplet in the J = 1-0 line of HCN

**Problem**

The lowest rotational line of HCN joins the levels J = 0 and J = 1. The ¹⁴N nucleus has spin I = 1 and an electric quadrupole moment, which interacts with the electric field gradient in the molecule. The coupling constant, divided by Planck's constant, is about -4.7 MHz; for this problem take eQq = -4.71 MHz as the given input. Find the positions of the hyperfine components relative to the unsplit line, their spacings and their relative strengths. Determine also how the pattern would change if eQq were positive.

The molecule is linear, in its electronic and vibrational ground state, and free of external fields. All energies are divided by h and given in MHz. The vectors J (rotation) and I (nitrogen spin) are dimensionless, and F = I + J is their sum. The magnetic interactions of the nuclei are left out at first.

**First estimate by scaling**

The estimate needs the energy of the nucleus in a given field gradient. Let V be the potential made at the nucleus by all other charges, and V_ab its second derivatives there. When the electrostatic energy of the nuclear charge density ρ is expanded about the centre of the nucleus, the second-order term is

W = (1/2) Σ_ab V_ab ∫ρ x_a x_b d³x.

We take V_ab as traceless. Any trace, due to electrons inside the nucleus, gives the same shift to both rotational levels in this model and drops out of the line. We may then subtract δ_ab r²/3 from x_a x_b without changing W:

W = (1/6) Σ_ab V_ab Q_ab, with Q_ab = ∫ρ(3x_a x_b - δ_ab r²) d³x.

The field gradient is symmetric about the molecular axis, whose unit vector is n. With q the second derivative of V along n,

V_ab = (q/2)(3n_a n_b - δ_ab).

Within a level of fixed nuclear spin, Q_ab must be proportional to the symmetric traceless tensor built from I. The moment Q is defined by Q_zz = eQ in the state m_I = I, with e > 0. For I = 1 this gives

Q_ab = eQ[(3/2)(I_a I_b + I_b I_a) - δ_ab I²],

because the bracket for zz is then 3 - 2 = 1. In the product with V_ab, the terms are 9(I·n)² - 3I² - 3I² + 3I² = 9(I·n)² - 3I². The prefactor is (1/6)(1/2) = 1/12, so

H = (eQq/4)[3(I·n)² - I²], I² = 2.

If the axis were held fixed, I·n would be ±1 or 0, with energies +eQq/4 and -eQq/2. Their separation is (3/4)|eQq|, about 3.5 MHz.

The molecule rotates, however, and rotation averages the gradient. Consider a rotational state with definite projection M on a space-fixed z axis, and write g for its mean value of cos²θ. The mean of 3n_a n_b - δ_ab is diagonal, with zz element 3g - 1 and xx and yy elements -(3g - 1)/2. The mean energy in a product state is therefore

E_diag = (eQq/4)(3g - 1)[I_z² - (I_x² + I_y²)/2]
= (eQq/4)[(3g - 1)/2](3m_I² - 2).

Rotation has multiplied the fixed-axis energy by (3g - 1)/2. For J = 1, M = 0 the probability density is proportional to cos²θ. With u = cosθ,

g = ∫u⁴du / ∫u²du = (1/5)/(1/3) = 3/5,

where both integrals run from 0 to 1. The factor is (9/5 - 1)/2 = 2/5, and the estimated width of the pattern is

(2/5)(3/4)|eQq| = 0.30 × 4.71 MHz ≈ 1.4 MHz.

This estimate uses the averaged gradient along one fixed direction and ignores the terms of H that change M and m_I together. It gives a scale, but neither the number of lines nor their strengths.

**Solution: the energies**

We take the rotational energy as BJ(J+1), which puts the unsplit line at 2B. In the real molecule, centrifugal stretching lowers this line by about 0.3 MHz. It moves all three components together, so in the line positions below 2B stands for the actual position of the unsplit line. For HCN, B is roughly 44 GHz, about ten thousand times larger than |eQq|. To first order we keep the part of H within each J level.

For J = 0 all directions of n are equally likely. The mean of n_a n_b is δ_ab/3, so the mean of 3n_a n_b - δ_ab vanishes. The lower level, with F = 1, is neither shifted nor split.

For J = 1 we use the three real functions

φ_c = √(3/4π) n_c, c = x, y, z.

Their matrix elements require the directional average of four components of n. By isotropy it has the form

⟨n_a n_b n_c n_d⟩ = K(δ_ab δ_cd + δ_ac δ_bd + δ_ad δ_bc).

Setting a = b and c = d and summing gives 1 = K(9 + 3 + 3), so K = 1/15. The normalization of the two functions contributes a factor 3, and therefore

⟨φ_c|3n_a n_b - δ_ab|φ_d⟩
= (3/5)(δ_ab δ_cd + δ_ac δ_bd + δ_ad δ_bc) - δ_ab δ_cd
= -(2/5)δ_ab δ_cd + (3/5)(δ_ac δ_bd + δ_ad δ_bc).

We now express this matrix through J. Acting with J = -i r×∇ on φ_d gives the matrix elements

(J_a)_cd = -iε_acd.

Multiplying two of them and summing over the intermediate index,

(J_a J_b)_cd = -Σ_e ε_ace ε_bed = Σ_e ε_ace ε_bde = δ_ab δ_cd - δ_ad δ_bc.

Adding the product in the other order, multiplying by 3/2 and subtracting δ_ab J² with J² = 2 gives

[(3/2)(J_a J_b + J_b J_a) - δ_ab J²]_cd
= δ_ab δ_cd - (3/2)(δ_ac δ_bd + δ_ad δ_bc).

This is -5/2 times the matrix found above. Within J = 1, therefore,

3n_a n_b - δ_ab = -(2/5)[(3/2)(J_a J_b + J_b J_a) - δ_ab J²].

The minus sign has a simple meaning: a linear molecule has no rotational angular momentum about its own axis, so J·n = 0. In the classical picture, the axis turns in the plane perpendicular to J.

Since H = (eQq/4) Σ_ab (3n_a n_b - δ_ab)I_a I_b, we need two sums. The components of J commute with those of I, so the first is

Σ_ab J_a J_b I_a I_b = (I·J)².

In the second the order of the J factors is reversed. We use J_b J_a = J_a J_b - iΣ_c ε_abc J_c and Σ_ab ε_abc I_a I_b = iI_c:

Σ_ab J_b J_a I_a I_b = (I·J)² - i(i I·J) = (I·J)² + I·J.

With x = I·J and J²I² = 4, the interaction becomes

H = (eQq/4)(-2/5)[(3/2)(2x² + x) - 4]
= -(eQq/10)[3x² + (3/2)x - 4].

Squaring F = I + J gives F(F+1) = 2 + 2 + 2x, hence

x = [F(F+1) - 4]/2.

For I = J = 1 the possible values are F = 0, 1 and 2:

F = 0: x = -2, bracket = 12 - 3 - 4 = 5, E = -eQq/2
F = 1: x = -1, bracket = 3 - 3/2 - 4 = -5/2, E = +eQq/4
F = 2: x = +1, bracket = 3 + 3/2 - 4 = 1/2, E = -eQq/20

The value for F = 2 can be confirmed without the operator algebra. The product state M = m_I = 1 has total projection 2 and must belong to F = 2. Its density is proportional to sin²θ, so

g = ∫u²(1 - u²)du / ∫(1 - u²)du = (2/15)/(2/3) = 1/5.

The rotational factor is (3/5 - 1)/2 = -1/5, and E_diag = (eQq/4)(-1/5) = -eQq/20, as found.

**Solution: frequencies and strengths**

The lower level is unshifted, so each line lies at 2B + E. A prime marks the upper level. With eQq = -4.71 MHz, the offsets from 2B are, in order of rising frequency,

F' = 1: (+1/4)(-4.71) = -1.1775 MHz
F' = 2: (-1/20)(-4.71) = +0.2355 MHz
F' = 0: (-1/2)(-4.71) = +2.3550 MHz

The spacings follow by subtraction:

lower spacing = 0.2355 + 1.1775 = 1.413 MHz = 0.30|eQq|
upper spacing = 2.3550 - 0.2355 = 2.1195 MHz = 0.45|eQq|

To the three figures of the input these are 1.41 MHz and 2.12 MHz, or 2.15 × 10⁻¹⁰ and 3.22 × 10⁻¹⁰ hartree.

For the strengths, let the permanent dipole be μn. We assume that the three lower states m_I are equally populated, and we sum over the three directions of polarization. The J = 0 function is 1/√(4π), so

n_c φ_0 = φ_c/√3.

The dipole does not act on the nuclear spin. Starting from the three spin states, its three components thus lead to the nine product states φ_c|m_I⟩, each once and each with squared amplitude μ²/3. These nine states form a complete orthonormal basis of the J = 1 level. For any normalized upper state f, the squared overlaps with them add up to one:

Σ_c Σ_m |⟨f|μn_c|φ_0, m⟩|² = μ²/3.

Every upper state has the same total strength, so a line is as strong as its number of upper states:

S(F') = (μ²/3)(2F' + 1).

The strengths for F' = 1, 2, 0 are in the ratio 3 : 5 : 1, or 33.3, 55.6 and 11.1 percent of the total. The frequencies of the components differ by only a few parts in 10⁵, so the frequency factors in the absorption rate do not alter this ratio noticeably.

The strength-weighted mean offset is

[3(-1.1775) + 5(0.2355) + 2.3550]/9 MHz = 0.

If the components are not resolved and the line is optically thin and equally excited in all three components, so that they keep these weights, the centroid of the blend therefore still gives the position of the unsplit line, although its strongest component lies 0.24 MHz above that frequency.

Reversing the sign of eQq reverses every offset but leaves the strengths of the F' levels unchanged. The order with rising frequency would be F' = 0, 2, 1 and the strengths 1 : 5 : 3. The weak, more distant component thus reveals the sign: it lies on the high-frequency side when eQq is negative.

The ratio 3 : 5 : 1 holds for an optically thin line whose upper F' states are also equally populated per state, as in thermal equilibrium. At this frequency hν/k is only about 4 K, so stimulated emission cancels a sizeable part of the absorption; if the three components have different excitation temperatures, as can happen in dilute gas, even a thin line departs from 3 : 5 : 1. Equal excitation is assumed in what follows. In a uniform absorbing gas in front of a brighter source, a component with peak optical depth τ removes a fraction 1 - exp(-τ) of the net signal at its peak. For small τ this is nearly τ, and the peak depths follow the strengths if the components are resolved and have equal widths. For large τ it approaches one for all three, and the peak ratio tends to 1 : 1 : 1.

**Comparison of the estimate with the solution**

The estimate gave a total width of 1.4 MHz. The solution gives 1.413 + 2.1195 = 3.5325 MHz, which is 2.5 times as large. The estimate happens to equal the lower spacing, but it was meant for the whole width, so this is no success. The full width is in fact (3/4)|eQq|, the separation for a fixed axis, as if rotation had averaged nothing.

The reason appears when the spin states are also written as vectors. Let |e_c⟩ be the spin state with zero projection on axis c. The combination of φ_c and |e_c⟩ that is unchanged by a common rotation has F = 0:

Ψ_0 = (1/√3) Σ_c φ_c|e_c⟩ = (1/√(4π)) Σ_c n_c|e_c⟩.

For each direction n, the spin part is the state with zero projection on n itself. The spin follows the axis, I·n = 0 for every orientation, and the energy is the fixed-axis value -eQq/2. The F = 1 states are the components of the cross product of the vectors φ and |e⟩. Their spin part is perpendicular to n in the vector sense, so it contains no state with I·n = 0. Hence (I·n)² = 1 for every orientation, and the energy is the other fixed-axis value, +eQq/4.

The F = 2 states have no such fixed relation. Writing p for their mean value of (I·n)², the energy (eQq/4)(3p - 2) = -eQq/20 requires p = 3/5. They are a mixture of the two fixed-axis cases, and their level lies between the other two.

We can also see how much the estimate omitted. In Ψ_0 the product state M = 0, m_I = 0 has weight 1/3, and the two states M = ±1, m_I = ∓1 share the remaining 2/3. Their values of E_diag are -eQq/5 and -eQq/20. The mean is

(1/3)(-eQq/5) + (2/3)(-eQq/20) = -eQq/10.

The full energy is -eQq/2. The missing -2eQq/5 comes from the terms that change M and m_I in opposite directions, which are the terms the estimate ignored.

**How far the first-order result can be trusted**

H is quadratic in n, so it also mixes J = 0 with J = 2. For an isotropic axis, the mean of (I·n)² is I²/3 = 2/3. The fixed-axis energies +eQq/4 and -eQq/2 thus occur with probabilities 2/3 and 1/3, and

⟨H²⟩ = (eQq)²[(2/3)(1/16) + (1/3)(1/4)] = (eQq)²/8.

Since H has no matrix elements within J = 0, all of this belongs to the coupling with J = 2, which lies 6B higher. Second-order perturbation theory lowers the J = 0 level by

(eQq)²/(8 × 6B) = (eQq)²/(48B).

With B = 44 GHz this is about 11 Hz, and it raises all three lines. The upper levels could mix with J = 3, but that level has F = 2, 3 and 4, so only F' = 2 is affected. With p = 3/5, its mean of H² is (eQq)²[(3/5)(1/16) + (2/5)(1/4)] = (11/80)(eQq)². Subtracting the part within J = 1, (eQq/20)² = (eQq)²/400, leaves (27/200)(eQq)² for the coupling to J = 3, which lies 12B - 2B = 10B higher. The F' = 2 level is therefore lowered by 27(eQq)²/(2000B), about 7 Hz, which cancels part of the upward shift of its line. The F' = 0 and F' = 1 lines keep the full shift. A numerical diagonalization of the rotor with J = 0 to 3 gives the same largest line shift, 11 Hz, which is negligible here.

The magnetic coupling of the nitrogen spin to the rotation matters more. It has the form C I·J, with |C| roughly 0.01 MHz, and adds Cx to each level: -C for F' = 1, +C for F' = 2 and -2C for F' = 0. The lower spacing changes by +2C and the upper one by -3C, or 0.02 and 0.03 MHz in size. Each is about 1.4 percent of its spacing. The values 1.41 and 2.12 MHz are therefore those of the quadrupole interaction alone, and a measured spectrum may differ from them in the second decimal. The magnetic interactions of the proton, also omitted, can add further small splittings.

Numerical values quoted here were computed with a short program.
